# Three-electron Hylleraas integrals with odd pair powers: W functions, tail and acceleration: test program

```python
"""Three-electron Hylleraas integrals with odd powers of r12, r23 and r31.

Result under test (atomic units, lengths in bohr):
  I = int d3r1 d3r2 d3r3 prod r_i^j_i r12^p12 r23^p23 r31^p31 exp(-sum a_i r_i)
    = sum_q T(q), each T(q) being a finite sum of functions
  W(l,m,n;a,b,c) = int_{0<x<y<z} x^l y^m z^n exp(-a x - b y - c z),
and for large q, with nu = q + 1/2 and P = p12 + p23 + p31,
  T(q) ~ nu^-(P+7) (A0 + A1/nu^2 + A2/nu^4 + ...),
  A0 = 16 pi^3 G (N-1)! / (a1+a2+a3)^N,  N = j1+j2+j3+P+9,
where G is an integral over the scaled logarithmic gaps between the radii.
The tail is summed with Hurwitz zeta functions after a fit of the A_m.
"""
from fractions import Fraction
from functools import lru_cache
from itertools import permutations, product
from math import comb, factorial

import numpy as np
from mpmath import mp
from scipy.integrate import quad
from scipy.special import ellipe, eval_legendre, gamma

mp.dps = 32
EXPONENTS = (3, 2, 1)
Q_MAX = 20
PAIR_INDEX = {1: 0, 3: 1, 2: 2}   # sum of two electron labels 0,1,2 -> pair


def pochhammer(x, n):
    value = Fraction(1)
    for i in range(n):
        value *= x + i
    return value


@lru_cache(maxsize=None)
def coefficient(p, q, k):
    """Coefficient of P_q r_<^(q+2k) r_>^(p-q-2k) in r12^p."""
    if q < 0 or k < 0:
        return Fraction(0)
    top = pochhammer(Fraction(-p, 2), q + k) * pochhammer(Fraction(-p - 1, 2), k)
    return (2*q + 1) * top / (factorial(k) * pochhammer(Fraction(3, 2), q + k))


@lru_cache(maxsize=None)
def w_function(l, m, n, a, b, c):
    """W from a series of positive terms, grouped by total order."""
    size = l + m + n + 3
    assert l >= 0 and l + m + 1 >= 0 and size >= 1
    sigma = mp.mpf(a + b + c)
    ratio_a, ratio_ab = a / sigma, (a + b) / sigma
    newest = running = weight = total = mp.mpf(1)
    order = 0
    while True:
        order += 1
        newest = newest * ratio_a * (l + m + order + 1) / (l + order + 1)
        running = ratio_ab * running + newest
        weight = weight * (size - 1 + order) / (l + m + 2 + order)
        increment = weight * running
        total += increment
        if increment < total * mp.eps / 100:
            break
    return total * mp.factorial(size - 1) / ((l + 1) * (l + m + 2) * sigma**size)


def legendre_term(q, radial, pairs):
    """T(q): six radial orderings, finite sums over the expansion indices."""
    total = mp.mpf(0)
    for i, j, k in permutations(range(3)):
        pij, pjk, pik = (pairs[PAIR_INDEX[s]] for s in (i + j, j + k, i + k))
        ranges = [range((p + 1)//2 + 1) for p in (pij, pjk, pik)]
        for kij, kjk, kik in product(*ranges):
            factor = (coefficient(pij, q, kij) * coefficient(pjk, q, kjk)
                      * coefficient(pik, q, kik))
            if factor == 0:
                continue
            w = w_function(radial[i] + 2 + 2*q + 2*kij + 2*kik,
                           radial[j] + 2 + pij - 2*kij + 2*kjk,
                           radial[k] + 2 + pjk + pik - 2*q - 2*kjk - 2*kik,
                           EXPONENTS[i], EXPONENTS[j], EXPONENTS[k])
            total += w * factor.numerator / factor.denominator
    return (4*mp.pi)**3 * total / (2*q + 1)**2


def accelerate(terms, last, count, power, shift=mp.mpf(1)/2, step=2):
    """Partial sum to q=last plus fitted tail; also returns fitted A0."""
    nodes = [last - count + 1 + i for i in range(count)]
    scale = last + shift
    matrix, rhs = mp.matrix(count, count), mp.matrix(count, 1)
    for row, q in enumerate(nodes):
        rhs[row] = terms[q] * (q + shift)**power
        for col in range(count):
            matrix[row, col] = (scale / (q + shift))**(step*col)
    fitted = mp.lu_solve(matrix, rhs)
    tail = sum(fitted[i] * scale**(step*i)
               * mp.zeta(power + step*i, last + 1 + shift) for i in range(count))
    return mp.fsum(terms[:last + 1]) + tail, fitted[0]


def kernel_constant(h):
    return gamma(1.5) / gamma(0.5 - h)


def gap_polynomial(p, u):
    """exp(u) times the scaled large-q kernel g_p(u)."""
    h = (p + 1)//2
    series = sum(comb(h, i) * (2*u)**i * factorial(2*h - i) for i in range(h + 1))
    return 2 * kernel_constant(h) / factorial(h) * series


def gap_integral(pairs):
    x, weights = np.polynomial.laguerre.laggauss(8)
    s, t = x[:, None]/2, x[None, :]/2
    ww = weights[:, None] * weights[None, :] / 4
    total = 0.0
    for outer in range(3):
        short1, short2 = [pairs[i] for i in range(3) if i != outer]
        total += 2*np.sum(ww * gap_polynomial(short1, s) * gap_polynomial(short2, t)
                          * gap_polynomial(pairs[outer], s + t))
    return total


def direct_quadrature(radial, pairs, points=24):
    """I without any Legendre series; the power of r23 must be one.

    Overall scale and one azimuth are analytic, four dimensions numerical."""
    assert pairs[1] == 1
    x, wx = np.polynomial.legendre.leggauss(points)
    x, wx = (x + 1)/2, wx/2
    u, v, f, g = np.meshgrid(x, x, x, x, indexing="ij", sparse=True)
    wu, wv, wf, wg = np.meshgrid(wx, wx, wx, wx, indexing="ij", sparse=True)
    degree = sum(radial) + sum(pairs) + 9
    total = 0.0
    for order in permutations(range(3)):
        r = [None]*3
        r[order[0]], r[order[1]], r[order[2]] = u*v, u, np.ones_like(u)
        r1, r2, r3 = r
        low12, low13 = abs(r1 - r2), abs(r1 - r3)
        d12 = low12 + (r1 + r2 - low12)*f
        d13 = low13 + (r1 + r3 - low13)*g
        cos12 = (r1**2 + r2**2 - d12**2)/(2*r1*r2)
        cos13 = (r1**2 + r3**2 - d13**2)/(2*r1*r3)
        sines = np.sqrt(np.clip(1 - cos12**2, 0, 1) * np.clip(1 - cos13**2, 0, 1))
        mean = r2**2 + r3**2 - 2*r2*r3*cos12*cos13
        swing = 2*r2*r3*sines
        azimuth = 4*np.sqrt(mean + swing)*ellipe(
            np.clip(2*swing/(mean + swing), 0, 1))
        angular = (d12**(pairs[0] + 1)*(r1 + r2 - low12)/(r1*r2)
                   * d13**(pairs[2] + 1)*(r1 + r3 - low13)/(r1*r3)*azimuth)
        decay = EXPONENTS[0]*r1 + EXPONENTS[1]*r2 + EXPONENTS[2]*r3
        powers = (r1**(radial[0] + 2.0) * r2**(radial[1] + 2.0)
                  * r3**(radial[2] + 2.0))
        total += np.sum(wu*wv*wf*wg*u*powers*angular/decay**degree)
    return 8*np.pi**2*factorial(degree - 1)*total


def resummed_reference():
    """All six powers -1: q summed first, leaving one integral over r_min/r_max."""
    def integrand(s):
        chi = mp.re(mp.polylog(2, s) - mp.polylog(2, -s))/2
        radial = sum((1/((a + b)*s + c)**2 - 1/(a*s + b + c)**2)/b
                     for a, b, c in permutations(EXPONENTS))
        return chi*radial
    return (4*mp.pi)**3 * mp.quad(integrand, [0, mp.mpf(1)/2, 1])


# Expansion coefficients: exact recursion and projection by quadrature.
for p in (-1, 0, 1, 2, 3):
    for q, k in product(range(7), range(4)):
        rebuilt = (coefficient(p, q, k) + coefficient(p, q, k - 1)
                   - 2*(Fraction(q, 2*q - 1)*coefficient(p, q - 1, k)
                        + Fraction(q + 1, 2*q + 3)*coefficient(p, q + 1, k - 1)))
        assert coefficient(p + 2, q, k) == rebuilt
cosines, cosine_weights = np.polynomial.legendre.leggauss(80)
small, large = 0.6, 1.0
distance = np.sqrt(small**2 + large**2 - 2*small*large*cosines)
for p, q in product((-1, 1, 2, 3), (0, 1, 5)):
    projected = (q + 0.5)*np.sum(cosine_weights*distance**p
                                 * eval_legendre(q, cosines))
    expanded = sum(float(coefficient(p, q, k))*small**(q + 2*k)
                   * large**(p - q - 2*k) for k in range((p + 1)//2 + 1))
    assert abs(projected - expanded) < 1e-12
    if p % 2 and q == 5:
        h, nu, t = (p + 1)//2, q + 0.5, np.log(large/small)
        integral = quad(lambda w: np.exp(-nu*w)
                        * (4*np.sinh(w/2)*np.sinh(w/2 + t))**h, 0, 15,
                        epsabs=1e-14, epsrel=1e-11, limit=200)[0]
        kernel = 2*nu*kernel_constant(h)/factorial(h)*np.exp(-nu*t)*integral
        assert abs(kernel*(small*large)**(p/2)/projected - 1) < 1e-8

# Scaled large-q kernel: relative error must fall as 1/nu^2.
for p in (1, 3):
    deviations = []
    for q in (40, 80):
        nu, u = q + 0.5, mp.mpf("0.7")
        exact = sum(mp.mpf(coefficient(p, q, k).numerator)
                    / coefficient(p, q, k).denominator
                    * mp.exp(-(nu + 2*k - (p + 1)//2)*u/nu)
                    for k in range((p + 1)//2 + 1))
        leading = gap_polynomial(p, 0.7)*mp.exp(-u)/mp.mpf(nu)**(p + 1)
        deviations.append(abs(exact/leading - 1))
    assert deviations[0] < 0.02
    assert abs(deviations[0]/deviations[1] - (80.5/40.5)**2) < 0.2

# W function against two-dimensional quadrature, with a negative last power.
x, wx = np.polynomial.legendre.leggauss(60)
x, wx = (x + 1)/2, wx/2
u, v = x[:, None], x[None, :]
for l, m, n in ((2, 3, 4), (13, 2, -9)):
    size = l + m + n + 3
    numeric = factorial(size - 1)*np.sum(
        wx[:, None]*wx[None, :]*u**(l + m + 1)*v**l/(3*u*v + 2*u + 1)**size)
    assert abs(float(w_function(l, m, n, 3, 2, 1))/numeric - 1) < 1e-10
print("W(13,2,-9;3,2,1) =", mp.nstr(w_function(13, 2, -9, 3, 2, 1), 12), "bohr^9")
print("exponents a1,a2,a3 =", EXPONENTS, "bohr^-1")

cases = [((-1, -1, -1), (-1, -1, -1)), ((0, 0, 0), (-1, 1, 1)),
         ((0, 0, 0), (1, 1, 1))]
all_terms = {}
for radial, pairs in cases:
    power = sum(pairs) + 7
    degree = sum(radial) + sum(pairs) + 9
    unit = f"bohr^{degree}"
    terms = [legendre_term(q, radial, pairs) for q in range(Q_MAX + 1)]
    all_terms[pairs] = terms
    gap = gap_integral(pairs)
    amplitude = (16*mp.pi**3*gap*mp.factorial(degree - 1)
                 / mp.mpf(sum(EXPONENTS))**degree)
    best, fitted_amplitude = accelerate(terms, Q_MAX, 6, power)
    assert abs(fitted_amplitude/amplitude - 1) < 1e-6
    partial10, partial20 = mp.fsum(terms[:11]), mp.fsum(terms)
    fast10 = accelerate(terms, 10, 4, power)[0]
    assert abs(fast10 - best) < 0.1*abs(partial10 - best)
    slope = -mp.log(terms[20]/terms[10])/mp.log(mp.mpf("20.5")/mp.mpf("10.5"))
    print(f"CASE r_i powers {radial}, r_ij powers {pairs}, unit {unit}")
    print(" tail power P+7 =", power, "; measured q=10..20:", mp.nstr(slope, 6))
    print(" G =", f"{gap:.8f}", "; A0 closed =", mp.nstr(amplitude, 12), unit)
    print(" A0 fitted =", mp.nstr(fitted_amplitude, 12), unit)
    print(" T(0), T(1) =", mp.nstr(terms[0], 12), mp.nstr(terms[1], 12))
    print(" T(10), T(20) =", mp.nstr(terms[10], 8), mp.nstr(terms[20], 8))
    print(" partial sum Q=10:", mp.nstr(partial10, 18))
    print(" partial sum Q=20:", mp.nstr(partial20, 18))
    print(" accelerated Q=10, M=4:", mp.nstr(fast10, 18))
    print(" accelerated Q=20, M=6:", mp.nstr(best, 18))
    print(" relative error Q=10 plain, accelerated:",
          mp.nstr(abs(partial10/best - 1), 3), mp.nstr(abs(fast10/best - 1), 3))
    if pairs[1] == 1:
        numeric = direct_quadrature(radial, pairs)
        print(" direct 4D quadrature:", f"{numeric:.9g}", "; relative difference",
              f"{abs(numeric/float(best) - 1):.1e}")
        assert abs(numeric/float(best) - 1) < 1e-5

# Slowest case against the independent one-dimensional integral.
terms = all_terms[(-1, -1, -1)]
reference = resummed_reference()
print("REFERENCE for powers all -1:", mp.nstr(reference, 22), "bohr^3")


def relative_error(value):
    return abs(value/reference - 1)


plain = relative_error(mp.fsum(terms))
print(" relative error, plain sum Q=20:", mp.nstr(plain, 3))
leading_tail = 24*mp.pi**3*mp.factorial(2)/mp.mpf(6)**3*mp.zeta(4, mp.mpf("21.5"))
missing = reference - mp.fsum(terms)
print(" missing tail / leading-law tail:", mp.nstr(missing/leading_tail, 8))
assert abs(missing/leading_tail - 1) < 0.05
for count in range(1, 7):
    errors = [relative_error(accelerate(terms, last, count, 4)[0])
              for last in (10, 20)]
    print(f" relative error M={count}, Q=10 and Q=20:",
          mp.nstr(errors[0], 3), mp.nstr(errors[1], 3))
assert errors[1] < 1e-12
right = relative_error(accelerate(terms, 20, 4, 4)[0])
wrong_origin = relative_error(accelerate(terms, 20, 4, 4, shift=mp.mpf(1))[0])
all_powers = relative_error(accelerate(terms, 20, 4, 4, step=1)[0])
print(" M=4, Q=20, even powers of 1/(q+1):", mp.nstr(wrong_origin, 3))
print(" M=4, Q=20, all powers of 1/(q+1/2):", mp.nstr(all_powers, 3))
assert right < 0.1*wrong_origin and right < 0.1*all_powers

# An even pair power ends the series: r12^2 has no component beyond q = 1.
assert legendre_term(1, (0, 0, 0), (2, 1, 1)) != 0
assert all(legendre_term(q, (0, 0, 0), (2, 1, 1)) == 0 for q in (2, 3, 4))
print("all tests passed")
```

It prints:

```
W(13,2,-9;3,2,1) = 4.23466744275e-5 bohr^9
exponents a1,a2,a3 = (3, 2, 1) bohr^-1
CASE r_i powers (-1, -1, -1), r_ij powers (-1, -1, -1), unit bohr^3
 tail power P+7 = 4 ; measured q=10..20: 3.99723
 G = 1.50000000 ; A0 closed = 6.89028370673 bohr^3
 A0 fitted = 6.89028370673 bohr^3
 T(0), T(1) = 61.2254199157 1.2213420408
 T(10), T(20) = 0.00056544349 3.8988349e-5
 partial sum Q=10: 62.6935497518258705
 partial sum Q=20: 62.6950182875430236
 accelerated Q=10, M=4: 62.6952659171151906
 accelerated Q=20, M=6: 62.6952659171163552
 relative error Q=10 plain, accelerated: 2.74e-5 1.86e-14
CASE r_i powers (0, 0, 0), r_ij powers (-1, 1, 1), unit bohr^10
 tail power P+7 = 8 ; measured q=10..20: 8.05207
 G = 4.37500000 ; A0 closed = 13.0256134888 bohr^10
 A0 fitted = 13.0256134889 bohr^10
 T(0), T(1) = 711.805749952 3.22074512476
 T(10), T(20) = 9.2433339e-8 4.2284738e-10
 partial sum Q=10: 715.045288772382609
 partial sum Q=20: 715.045288868196848
 accelerated Q=10, M=4: 715.045288869234081
 accelerated Q=20, M=6: 715.045288869234087
 relative error Q=10 plain, accelerated: 1.35e-10 9.41e-18
 direct 4D quadrature: 715.045243 ; relative difference 6.5e-08
CASE r_i powers (0, 0, 0), r_ij powers (1, 1, 1), unit bohr^12
 tail power P+7 = 10 ; measured q=10..20: 10.0498
 G = -7.87500000 ; A0 closed = -71.6408741885 bohr^12
 A0 fitted = -71.6408741905 bohr^12
 T(0), T(1) = 1914.3377675 -9.08152687425
 T(10), T(20) = -4.6021188e-9 -5.5314233e-12
 partial sum Q=10: 1905.24065485917687
 partial sum Q=20: 1905.24065485580109
 accelerated Q=10, M=4: 1905.24065485579106
 accelerated Q=20, M=6: 1905.24065485579106
 relative error Q=10 plain, accelerated: 1.78e-12 5.27e-20
 direct 4D quadrature: 1905.24026 ; relative difference 2.1e-07
REFERENCE for powers all -1: 62.6952659171163551798 bohr^3
 relative error, plain sum Q=20: 3.95e-6
 missing tail / leading-law tail: 0.99962301
 relative error M=1, Q=10 and Q=20: 3.13e-8 1.12e-9
 relative error M=2, Q=10 and Q=20: 1.11e-10 8.93e-13
 relative error M=3, Q=10 and Q=20: 9.09e-13 1.48e-15
 relative error M=4, Q=10 and Q=20: 1.86e-14 5.53e-18
 relative error M=5, Q=10 and Q=20: 9.12e-16 4.06e-20
 relative error M=6, Q=10 and Q=20: 6.99e-17 2.28e-22
 M=4, Q=20, even powers of 1/(q+1): 5.97e-9
 M=4, Q=20, all powers of 1/(q+1/2): 1.57e-13
all tests passed
```
